# Why Equally Energetic Ions and Neutrals Sputter a Metal Almost Equally

Suppose the erosion of a copper target is divided by the collected ion current to obtain a sputtering yield. If half of the energetic argon arrives as fast neutrals, produced when ions exchange charge with gas atoms, the current counts half of the projectiles. If both kinds sputter equally, the inferred yield is twice the true one. One belief that leads to this error is that an argon projectile needs its charge in order to sputter.

The charge is needed earlier, because the sheath field accelerates ions and not atoms. What matters here is whether it is still needed at the surface, once the energy has been supplied.

## The counter-example: 500 eV argon on copper

Let singly charged argon ions and argon atoms meet clean copper at normal incidence, both with $E=500$ eV far from the surface. Both have speed

$$v=\sqrt{2E/M}=0.0491\ \text{nm/fs},$$

where $M$ is the argon mass. The missing electron changes this mass negligibly.

**The neutralization clock.** In Auger neutralization one metal electron fills the argon vacancy and a second takes up the released energy. With ionization energy $I=15.76$ eV and work function $\phi=4.6$ eV, capture from the Fermi level releases $I-\phi$. Freeing the second electron costs $\phi$, so it leaves with at most

$$I-2\phi=15.76-2(4.6)=6.56\ \text{eV}.$$

This is positive, so the process can eject an electron. Neutralization alone needs only $I>\phi$, which also holds.

Let $z$ be the height above the electron edge, which is placed half a layer spacing, 0.1044 nm, above the top atoms. The model rate is

$$\Gamma(z)=\Gamma_s e^{-az}\quad(z>0),\qquad \Gamma(z)=\Gamma_s\quad(z\le0),$$

with rough values $\Gamma_s=2.0$ /fs and $a=20$ /nm. The probability $P$ of still being charged obeys $dP/dt=-\Gamma P$. On the way in $dz=-v\,dt$, so $d\ln P/dz=\Gamma/v$. Integrating from infinity, where $P=1$, gives

$$\ln P(z)=-\frac{1}{v}\int_z^\infty\Gamma_s e^{-az'}dz'=-\frac{\Gamma_s}{av}e^{-az}.$$

At the edge the exponent is $2.0/(20\times0.0491)\approx2.04$, so $P(0)=e^{-2.04}=13\%$.

This exponent is the relevant ratio of times. It compares the time $1/(av)\approx1.0$ fs spent in the region where the rate is appreciable with the lifetime $1/\Gamma_s=0.50$ fs.

The probability density of neutralization heights outside the edge is $dP/dz=(\Gamma/v)P$. Setting the derivative of its logarithm to zero gives

$$-a+\frac{\Gamma_s}{v}e^{-az}=0,\qquad z_m=\frac1a\ln\frac{\Gamma_s}{av}=\frac{\ln 2.035}{20}=0.036\ \text{nm}.$$

This maximum lies outside the edge if $\Gamma_s>av$.

**The collision clock.** The argon–copper repulsion is taken as the universal screened potential

$$V(r)=\frac{kZ_1Z_2}{r}\sum_i c_i e^{-s_ir/L},\qquad k=\frac{e^2}{4\pi\varepsilon_0},\qquad L=\frac{0.8853\,a_0}{Z_1^{0.23}+Z_2^{0.23}},$$

with $c_i=(0.1818,0.5099,0.2802,0.0282)$, $s_i=(3.200,0.9423,0.4029,0.2016)$ and $a_0$ the Bohr radius. In a head-on collision the centre-of-mass energy is 307 eV and the closest approach is 0.0732 nm.

Near that point, write $V\propto e^{-r/\ell}$ with $\ell=0.0216$ nm. Let $u=\dot r$ and let $\mu$ be the reduced mass. The force is $V/\ell$, and energy conservation gives $V=\mu(v^2-u^2)/2$. Hence

$$\mu\frac{du}{dt}=\frac V\ell\quad\Rightarrow\quad\frac{du}{dt}=\frac{v^2-u^2}{2\ell}\quad\Rightarrow\quad u=v\tanh\frac{vt}{2\ell},$$

with $t=0$ at closest approach. The fraction of momentum already transferred is $(u+v)/(2v)$. It equals 10% and 90% when $u/v=-0.8$ and $+0.8$, so the central 80% takes

$$t_c=\frac{4\ell}{v}\,\text{artanh}(0.8)=\frac{4.394\times0.0216}{0.0491}=1.93\ \text{fs}.$$

Integrating the motion in the full potential gives 2.04 fs. The full potential decays more slowly at larger $r$, so a single $\ell$ taken at closest approach makes the collision slightly too short.

The lifetime at the edge is thus about a quarter of the collision time. That does not make every projectile neutral before it hits. Along the head-on trajectory to a top-layer atom, 7.9% are still charged when 10% of the momentum has been transferred. A slightly off-centre projectile reaches the same argon–copper separation at a lower height, and so after more exposure to the metal electrons. Wider, softer collisions never come that close and begin their smaller momentum transfer earlier, with a somewhat larger fraction still charged. The head-on value is therefore a representative figure for hard collisions, not an upper bound.

**What the survivors can do.** To size their effect, treat the missing outer electron as a unit positive charge spread over a shell of radius $b=0.08$ nm around argon. It sits in the screened potential of a copper atom, a sum of terms $kZ_2c_ie^{-\kappa_i x}/x$, with $\kappa_i=s_iZ_2^{1/3}/(0.8853\,a_0)$. For a point on the shell, $x^2=r^2+b^2+2rb\cos\theta$, so $x\,dx=rb\,d(\cos\theta)$. The shell average of each term is therefore

$$\frac12\int_{-1}^{1}\frac{e^{-\kappa x}}{x}d(\cos\theta)=\frac1{2rb}\int_{|r-b|}^{r+b}e^{-\kappa x}dx=\frac{e^{-\kappa|r-b|}-e^{-\kappa(r+b)}}{2\kappa rb}.$$

The sum of these terms, multiplied by $kZ_2c_i$, is an extra repulsion. It is 57 eV at the neutral atom's closest approach, where $V=307$ eV. The estimate is deliberately severe: it omits screening by the metal and the reduced Pauli repulsion of an atom with one electron fewer.

**The yields.** A collision-cascade simulation turns these forces into yields. Atoms fly straight for $\lambda=n^{-1/3}$, where $n$ is the atomic density, and then meet a copper atom at an impact parameter drawn uniformly over an area $\lambda^2$. For projectile mass $m_1$ and target mass $m_2$, the centre of mass moves at $m_1v/(m_1+m_2)$. Scattering through the centre-of-mass angle $\theta$ gives the target a speed $2\sin(\theta/2)$ times this, and hence the energy

$$T=\frac{4m_1m_2}{(m_1+m_2)^2}E\sin^2\frac\theta2 .$$

Copper atoms with more than the surface binding energy, 3.5 eV, are followed. They escape if the energy of their motion along the surface normal exceeds that value. The results per projectile, with standard errors, are

- neutral argon: $3.42\pm0.02$ atoms;
- argon kept charged in every collision with copper: $3.71\pm0.02$ atoms.

The neutral sputters copper with no charge at all. This much is built into the model, in which atoms are moved by a screened repulsion that needs no net charge; what the simulation adds is the size of the correction for charge. Even a projectile that never neutralizes gains only a factor $1.085\pm0.010$, where the error is statistical and the factor itself depends on the rough shell model of the hole. The median sputtered atom completes the flight step that carries it out of the surface after 160 fs, some 80 collision times. Part of that step lies outside, so the surface is crossed somewhat earlier, but most emission still comes long after the first impact.

## The general statement

Let $Y_0(E)$ be the yield of neutrals and $Y_i(E)$ that of ions with the same energy far from the surface, both at normal incidence on the same target. Let $P$ be the fraction still charged at the first hard collision, $\rho$ the yield of those survivors relative to neutrals, and $\delta$ the energy gained by attraction to the surface. For singly charged projectiles on a clean metal, at energies where the yield rises with energy, and to first order in small differences,

$$\left|\frac{Y_i-Y_0}{Y_0}\right|\lesssim P|\rho-1|+s\frac{\delta}{E},\qquad s=\frac{d\ln Y_0}{d\ln E}.$$

The yields are nearly equal when both terms are small. Fast neutralization makes $P$ small, but it is not required if $\rho$ is close to one, and it is not sufficient if $s\delta/E$ is large.

**Proof.** An ion neutralized before the collision is an argon atom with the same mass and direction and with energy $E+\delta$. The momentum carried by an Auger electron of energy $\epsilon$, relative to that of the projectile, is $\sqrt{m_e\epsilon/(ME)}$, which is small because both $m_e/M$ and $\epsilon/E$ are small. The released electronic energy is assumed to spread among the metal electrons without ejecting atoms. The neutralized projectile then starts the same cascades as an incident neutral of energy $E+\delta$.

Assign the same $\delta$, its largest value, to all ions. Averaging over the two groups gives

$$Y_i(E)=(1-P)Y_0(E+\delta)+P\rho\,Y_0(E+\delta)=Y_0(E+\delta)\,[1+P(\rho-1)].$$

Divide by $Y_0(E)$ and use $Y_0(E+\delta)/Y_0(E)\approx1+s\delta/E$. Dropping the product of the two small terms leaves

$$\frac{Y_i}{Y_0}-1\approx P(\rho-1)+s\frac\delta E.$$

Taking absolute values, with $s,\delta>0$, gives the statement.

**The numbers.** An ion at distance $d$ from the image plane is attracted by an opposite charge at distance $2d$, with force $k/(2d)^2$. Integrating inward from infinity gives an energy gain $k/(4d)$. This diverges at the surface, so $d$ is replaced by $z+d_0$, with a rough saturation length $d_0=0.10$ nm. The largest gain is then $\delta=k/(4d_0)=3.6$ eV.

The simulated neutral yields at 250 and 1000 eV are 1.878 and 5.338, so

$$s=\frac{\ln(5.338/1.878)}{\ln4}=0.75,\qquad s\frac{\delta}{E}=0.753\times\frac{3.6}{500}=0.54\%.$$

Using the permanently charged result for $\rho$ and the head-on charged fraction for $P$, the estimated difference is

$$0.079\times0.085+0.0054=1.2\%.$$

The neutralization rate is only a rough input. With everything else fixed, a rate three times smaller leaves 43% charged at the first collision, yet the difference is only 4.2%. A rate three times larger leaves 0.05% charged and a difference of 0.55%, nearly all of it from the image attraction.

If all 15.76 eV of ionization energy became extra kinetic energy of the projectile, the yield would rise by about $0.753\times15.76/500=2.4\%$. This does not bound the effect of electronic energy placed directly on a surface atom, which the proof excludes by assumption.

## Where near-equality fails

At 50 eV the ion is slower by $\sqrt{10}$, so the survival exponent for straight flight to the edge grows to about 6.4. The fraction still charged at the first hard collision need not fall, because a slow ion is repelled farther out, where it has had less exposure to the metal electrons. The yields are less equal mainly for another reason, the energy gained from the image attraction. Close to the sputtering threshold the simulated yield rises from 0.042 at 40 eV to 0.184 at 60 eV, which gives $s=3.7$. The largest gain, 3.6 eV, would now change the yield by about $3.67\times3.6/50=26\%$, too large for a first-order formula to be precise. Most ions gain less, because they are neutralized farther out. At the most probable height, now $z_m=\ln(6.4)/20=0.093$ nm, the gain $k/[4(z_m+d_0)]$ is 1.9 eV and the change about 14%, still far more than at 500 eV. This is an energy effect: neutrals given the same extra energy would share it. Binary collisions are also a poorer description at such energies.

The proof also fails if electronic energy stays localized long enough to move atoms. Capture of an electron from the Fermi level releases $I-\phi=11.2$ eV, which exceeds the 3.5 eV binding energy used here, so energy conservation alone does not forbid such ejection. Insulators and highly charged ions therefore need separate treatment, as do surfaces that charge up and deflect later ions. Reactive or molecular projectiles add chemistry or fragmentation.

Equal sputtering does not mean equal electrical response. The ion brings charge and can eject an Auger electron, which affects the measured current and the discharge.

## Comparison with a real plasma

The measured yield of copper under argon at 500 eV is roughly 2, so the model's 3.4 is too high and should not be used as an erosion rate. The model omits crystal structure, roughness, implanted argon and electronic energy loss. For argon at 500 eV the last is about 11 eV per collision step, against a mean nuclear loss of 93 eV. These omissions are common to both projectiles, so they should affect the ratio less than the yield itself, although this was not calculated.

A real discharge can also break the assumption of equal energy. An ion that exchanges charge partway through the sheath becomes a neutral with only the energy gained so far. If that is 250 eV instead of 500 eV, the model yield falls from 3.42 to 1.88, or by 45%. This far exceeds the 1.2% estimated for charge at equal energy. An erosion estimate for a clean metal well above threshold should therefore count fast neutrals as well as ions, each with its own energy distribution. The numerical output lists the values used here.

## Numbers as computed

```
Projectile energy: 500 eV; speed: 0.0491 nm/fs
Neutralization rate at edge: 2.0 /fs; decay: 20 /nm
Copper lattice constant: 0.3615 nm; edge height: 0.1044 nm
Surface binding: 3.5 eV; work function: 4.6 eV
Argon ionization energy: 15.76 eV
Largest Auger electron energy: 6.56 eV
Neutralization lifetime at edge: 0.50 fs
Exponent Gs/(a v): 2.035
Charged at edge, straight-line formula: 13.1 %
Charged at edge, integrated free flight: 13.1 %
Most probable neutralization height: 0.0355 nm above edge
Centre-of-mass energy: 307.0 eV
Head-on closest approach: 0.0732 nm
Potential decay length there: 0.0216 nm
Collision time, formula: 1.93 fs
Collision time, trajectory: 2.04 fs
Median emission time of sputtered atoms: 160 fs
Hole radius: 0.08 nm
Hole energy at closest approach: 57.0 eV
Yield, neutral: 3.420 +- 0.024 atoms/projectile
Yield, permanently charged: 3.711 +- 0.024 atoms/projectile
Yield ratio charged/neutral: 1.085 +- 0.010
Yield at 250 eV: 1.878 +- 0.015 atoms/projectile
Yield at 1000 eV: 5.338 +- 0.042 atoms/projectile
Log slope of yield near 500 eV: 0.753 +- 0.008
Image cutoff length: 0.10 nm; image gain: 3.60 eV
Yield change from image gain: 0.54 %
Rate 0.67 /fs: charged at 10% momentum transfer 42.96 %, yield difference 4.19 %
Rate 2.00 /fs: charged at 10% momentum transfer 7.93 %, yield difference 1.22 %
Rate 6.00 /fs: charged at 10% momentum transfer 0.05 %, yield difference 0.55 %
If all ionization energy became motion: 2.37 %
Yield at 40 eV: 0.0415 +- 0.0014 atoms/projectile
Yield at 60 eV: 0.1837 +- 0.0028 atoms/projectile
Log slope near 50 eV: 3.67 +- 0.09
Yield change from image gain at 50 eV: 26.4 %
Neglected electronic loss per step: 10.6 eV
Mean nuclear loss per step: 93.3 eV
```
